# Valley Ladders and Repopulation in a 5 nm Silicon Fin

## Problem

A tall silicon fin of width \(W=5\) nm has gates on its two sidewalls, which are (100) planes. The fin is undoped and unstrained. Its conduction electrons occupy six ellipsoidal valleys, one pair along each cubic axis, with masses set in this model to \(m_l=0.916\,m_0\) along the long axis of a valley and \(m_t=0.19\,m_0\) across it, where \(m_0\) is the free-electron mass. The third figure of \(m_l\) is a choice of input, not a claim of accuracy. The sidewalls are hard walls, and the temperature is 300 K.

(a) With a flat potential in the fin, find the lowest confinement energy of each valley ladder.

(b) At low electron density, what share of the electrons is in the two valleys that point at the sidewalls? Compare it with the bulk share.

(c) Recover the bulk share from the limit of a wide fin.

(d) How does the share change at a sheet density of \(10^{13}\ \mathrm{cm^{-2}}\), first in a flat well and then with the electrons' own electrostatic potential? The density counts all electrons across the fin, per unit sidewall area.

(e) How far does the answer to (b) depend on the walls being hard?

## Solution

### (a) The two ladders

Let \(x\) be normal to the sidewalls, \(y\) along the fin and \(z\) along its height. All three are taken to be cubic axes of the crystal. Energies are measured from the conduction-band edge. Each valley has its principal axes along \(x,y,z\), so its envelope function obeys

\[
-\frac{\hbar^2}{2}\left(\frac{1}{m_x}\frac{\partial^2}{\partial x^2}+\frac{1}{m_y}\frac{\partial^2}{\partial y^2}+\frac{1}{m_z}\frac{\partial^2}{\partial z^2}\right)\psi=E\psi .
\]

There are no mixed derivatives, so the motions separate. Insert \(\psi=\varphi(x)e^{i(k_yy+k_zz)}\), with \(k_y,k_z\) measured from the valley minimum:

\[
-\frac{\hbar^2}{2m_x}\varphi''=E_n\varphi,\qquad
E=E_n+\frac{\hbar^2k_y^2}{2m_y}+\frac{\hbar^2k_z^2}{2m_z}.
\]

The wall at \(x=0\) requires \(\varphi(0)=0\), which selects \(\varphi\propto\sin kx\). The wall at \(x=W\) requires \(\sin kW=0\), hence \(k=n\pi/W\) with \(n=1,2,\dots\), and

\[
E_n=\frac{\hbar^2\pi^2n^2}{2m_xW^2}.
\]

The confinement mass \(m_x\) sorts the valleys into two groups:

- **Δ2 (unprimed ladder).** The two valleys along \(x\) have \(m_x=m_l\) and \(m_y=m_z=m_t\).
- **Δ4 (primed ladder).** The four valleys along \(y\) and \(z\) have \(m_x=m_t\). Their masses in the \(yz\) plane are \(m_l\) and \(m_t\).

With \(\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}\), the common factor is

\[
0.0381\left(\frac{\pi}{5}\right)^2\ \mathrm{eV}=15.04\ \mathrm{meV}.
\]

Dividing by the relative masses gives

\[
E_1=\frac{15.04}{0.916}=16.4\ \mathrm{meV},\qquad
E_1'=\frac{15.04}{0.19}=79.2\ \mathrm{meV}.
\]

In atomic units these are \(6.03\times10^{-4}\) and \(2.91\times10^{-3}\) hartree. The heavy mass lies lower because the walls fix the wavevector, and the kinetic energy at a given wavevector is inversely proportional to the mass. The splitting is \(\Delta=E_1'-E_1=62.7\) meV. Since \(kT=25.85\) meV at 300 K, \(\Delta=2.43\,kT\). This is large enough to move many electrons, but not to empty the upper ladder.

### (b) Repopulation at low density

The populations depend on the number of in-plane states as well as on the energies. In one valley, the number of states per unit sidewall area is \(2\,dk_y\,dk_z/(2\pi)^2\), where the 2 is for spin. Put \(k_y=\sqrt{m_y}\,q_y\) and \(k_z=\sqrt{m_z}\,q_z\). The in-plane energy becomes \(\varepsilon=\hbar^2q^2/2\), so the energy ellipse is now a circle, and

\[
dk_y\,dk_z=\sqrt{m_ym_z}\;2\pi q\,dq
=\sqrt{m_ym_z}\;\frac{2\pi}{\hbar^2}\,d\varepsilon .
\]

The density of states per valley is therefore constant above each subband edge:

\[
\frac{2}{4\pi^2}\,\frac{2\pi m_d}{\hbar^2}=\frac{m_d}{\pi\hbar^2},\qquad m_d=\sqrt{m_ym_z}.
\]

For Δ2, \(m_d=m_t=0.19\,m_0\). For Δ4, \(m_d=\sqrt{m_lm_t}=0.417\,m_0\).

To fill a subband, integrate the Fermi function from \(E_n\) upward. With \(u=e^{(E_F-E)/kT}\), the occupation is \(u/(1+u)\) and \(dE=-kT\,du/u\). Thus

\[
\int_{E_n}^{\infty}\frac{dE}{1+e^{(E-E_F)/kT}}
=kT\int_0^{u_n}\frac{du}{1+u}=kT\ln(1+u_n),
\]

where \(u_n=e^{(E_F-E_n)/kT}\). For \(g\) equivalent valleys the subband holds

\[
N_n=\frac{g\,m_d\,kT}{\pi\hbar^2}\ln\!\left[1+e^{(E_F-E_n)/kT}\right].
\]

At low density all \(u_n\ll1\), so \(\ln(1+u_n)\simeq u_n\). The factor \(e^{E_F/kT}\) then cancels from the ratio of the two populations:

\[
R=\frac{N_{\Delta2}}{N_{\Delta4}}
=\frac{2m_t\sum_n e^{-E_n/kT}}{4\sqrt{m_lm_t}\sum_n e^{-E_n'/kT}}
=\frac12\sqrt{\frac{m_t}{m_l}}\;
\frac{\sum_n e^{-E_n/kT}}{\sum_n e^{-E_n'/kT}} .
\]

Keep the lowest level of each ladder first:

\[
R\simeq0.2277\,e^{2.427}=0.2277\times11.33=2.58,
\]

and the Δ2 share is \(R/(1+R)=2.58/3.58=72\%\).

Now add the excited levels. The Δ2 levels are at 16.4, 65.7 and 147.8 meV, so relative to its first term that sum is

\[
1+e^{-49.26/25.85}+e^{-131.36/25.85}+\dots=1+0.149+0.006+\dots=1.155 .
\]

The second Δ4 level, at 316.7 meV, adds only \(10^{-4}\) to its sum. Hence

\[
R=2.579\times\frac{1.1550}{1.0001}=2.98,\qquad
\frac{R}{1+R}=75\%.
\]

In unstrained bulk silicon the six valleys are equivalent, and the same two hold one third of the electrons. Confinement has raised their share from 33% to 75%, a transfer of about 42% of all electrons. Each Δ2 valley now holds about 37% of them and each Δ4 valley about 6%.

The density-of-states factor works against this transfer. If the in-plane masses were equal, the lowest levels would give \(R=11.33/2=5.7\), or a share of 85%. The smaller in-plane mass of Δ2 multiplies that ratio by \(\sqrt{m_t/m_l}=0.46\).

### (c) The wide fin

For large \(W\), the ratio \(a=E_1/kT\) is small and the level sum approaches an integral. Including the end correction,

\[
\sum_{n=1}^{\infty}e^{-an^2}\simeq\int_0^\infty e^{-an^2}dn-\frac12
=\frac12\sqrt{\frac{\pi}{a}}-\frac12 .
\]

The \(-\tfrac12\) appears because the trapezoidal rule for the integral includes half of the \(n=0\) term, which the sum lacks. Since \(a\propto1/(m_xW^2)\), the leading term is proportional to \(W\sqrt{m_x}\). The two sums therefore have the limiting ratio \(\sqrt{m_l/m_t}\), and

\[
R\to\frac12\sqrt{\frac{m_t}{m_l}}\sqrt{\frac{m_l}{m_t}}=\frac12,
\qquad \frac{R}{1+R}\to\frac13 .
\]

The mass factor that opposed the repopulation is cancelled by the closer spacing of the Δ2 levels. This limit needs the whole ladder: with the lowest levels alone, \(R\) would tend to 0.23. Explicit summation for a 1000 nm fin gives 33.4%.

At intermediate widths the splitting follows \(W^{-2}\). With the temperature held at 300 K and the density low, the level sums give:

- \(W=4\) nm: splitting 98 meV, Δ2 share 91%;
- \(W=6\) nm: splitting 44 meV, Δ2 share 61%;
- \(W=10\) nm: splitting 16 meV, Δ2 share 43%.

A change of 1 nm near \(W=5\) nm thus moves the share by roughly 15 percentage points. Heating acts in the opposite direction to narrowing: at 400 K the 5 nm fin has a share of 64%.

### (d) Finite density

**Flat well.** At \(N=10^{13}\ \mathrm{cm^{-2}}\) the logarithm must be kept. The Fermi level follows from the condition that all subband densities add up to \(N\). Its numerical solution is \(E_F-E_1=23.3\) meV, which gives \(u_1=e^{23.3/25.85}=2.46\) for the lowest subband.

The density scale of a subband is \(g\,m_d\,kT/\pi\hbar^2\). Because \(\pi\hbar^2/m_0=2\pi(\hbar^2/2m_0)\), this scale for Δ2 is

\[
\frac{2\times0.19\times0.02585}{2\pi\times0.0381}\ \mathrm{nm^{-2}}
=0.0410\ \mathrm{nm^{-2}}=4.10\times10^{12}\ \mathrm{cm^{-2}} .
\]

Replacing \(2\times0.19\) by \(4\times0.4172\) gives \(1.80\times10^{13}\ \mathrm{cm^{-2}}\) for Δ4. The other values of \(u\) are \(2.46\) times the Boltzmann factors found above: 0.366 and 0.015 for the next two Δ2 levels, and \(2.46/11.33=0.217\) for the lowest Δ4 level. Therefore

\[
\begin{aligned}
N_{\Delta2}&=4.10\times10^{12}\,(\ln3.46+\ln1.366+\ln1.015)
\simeq6.4\times10^{12}\ \mathrm{cm^{-2}},\\
N_{\Delta4}&=1.80\times10^{13}\,\ln1.217
\simeq3.5\times10^{12}\ \mathrm{cm^{-2}} .
\end{aligned}
\]

With unrounded inputs the share is 64.5%, about ten points below the low-density value. The reason is Pauli filling. The ratio \(\ln(1+u)/u\) falls as \(u\) grows, so the lowest subbands lose most relative to Boltzmann statistics, and the lowest two both belong to Δ2. At \(10^{12}\ \mathrm{cm^{-2}}\) the loss is small and the share is 73.7%.

**Self-consistent potential.** The electrons also repel one another. Let \(U(x)\) be their electrostatic potential energy, \(n(x)\) their volume density, \(q\) the elementary charge and \(\epsilon\) the permittivity of silicon, roughly 12 times that of vacuum (the calculation takes 11.7 as its input). Poisson's equation in mean field is

\[
U''(x)=-\frac{q^2}{\epsilon}\,n(x),\qquad U(0)=U(W)=0,
\]

where the zero of energy is now the band edge at the walls. The negative curvature makes a hump in the middle of the fin. Solving this equation and the Schrödinger equation in turn on a finite-difference grid until they agree gives a hump of 118 meV at \(10^{13}\ \mathrm{cm^{-2}}\). That exceeds the ladder splitting, yet the splitting itself grows only from 62.7 to 65.5 meV.

Perturbation theory explains this. To first order, each lowest level shifts by

\[
\langle U\rangle=\frac{2}{W}\int_0^W U(x)\sin^2\frac{\pi x}{W}\,dx .
\]

This expression contains no mass, because both ladders have the same sine as their lowest wavefunction. At this order both levels therefore rise by the same 102 meV. The second-order shift is

\[
-\sum_{n>1}\frac{|U_{n1}|^2}{E_n-E_1},\qquad
E_n-E_1=\frac{\hbar^2\pi^2(n^2-1)}{2m_xW^2},
\]

where \(U_{n1}\) are the matrix elements of \(U\) between the sine functions. They too are independent of mass, so the lowering is proportional to \(m_x\). The heavy Δ2 level is lowered more, and the splitting widens. With the self-consistent \(U\) the second-order lowerings are 2.8 and 0.6 meV, which account for 2.2 meV of the 2.8 meV widening; higher orders supply the rest.

The self-consistent share is 70.6%, compared with 64.5% in the flat well at the same density. The wider splitting accounts for only part of the rise. The second Δ2 level has a node at the centre, where the hump is highest, and so rises less than the first. The gap between them shrinks from 49.3 to 30.9 meV, which gives Δ2 more accessible states.

The two effects can be separated by changing the splitting to 65.5 meV while keeping the old gap. The lowest Δ4 level then has \(u=u_1e^{-65.5/25.85}=0.079\,u_1\). The choice \(u_1\simeq2.6\) restores the total density, with about \(6.6\times10^{12}\ \mathrm{cm^{-2}}\) in Δ2, or 66%. The rest of the rise to 70.6% comes mainly from the smaller gap.

### (e) Walls of finite height

Suppose the fin is clad in an oxide with a barrier \(V_b=3.1\) eV and an electron mass \(m_b=0.5\,m_0\), both rough values. Measure \(x\) from the centre of the fin. The lowest state is \(\cos kx\) inside and decays as \(e^{-\kappa|x|}\) outside. Continuity of \(\varphi\) and of the current, hence of \((1/m)\,d\varphi/dx\), gives

\[
\frac{k}{m_x}\tan\frac{kW}{2}=\frac{\kappa}{m_b},\qquad
\kappa=\frac{\sqrt{2m_b(V_b-E)}}{\hbar}.
\]

For a hard wall \(kW/2=\pi/2\). Write \(kW/2=\pi/2-\theta\), so that \(\tan(kW/2)=1/\tan\theta\). The condition becomes

\[
\tan\theta=k\delta,\qquad \delta=\frac{m_b}{m_x\kappa}.
\]

For small \(\theta\), \(\theta\simeq k\delta\), and therefore

\[
k\left(\frac W2+\delta\right)\simeq\frac{\pi}{2}
\quad\Longrightarrow\quad
E_1\simeq\frac{\hbar^2\pi^2}{2m_x(W+2\delta)^2}.
\]

Each wall recedes by \(\delta\), which is larger for a lighter confinement mass. Neglecting \(E\) beside \(V_b\) gives \(\kappa=\sqrt{0.5\times3.1/0.0381}=6.38\ \mathrm{nm^{-1}}\). Hence \(\delta=0.086\) nm for Δ2 and 0.41 nm for Δ4.

Finite-difference diagonalization with the finite barrier gives lowest levels of 15.4 and 58.4 meV. Relative to the hard-wall values they have fallen by about 7% and 26%. The splitting drops to 43 meV, and the low-density Δ2 share drops from 75% to 59%. The direction of repopulation survives, but its size depends strongly on the walls. The value of 59% is itself an estimate, since it assumes an abrupt interface and an effective mass inside the oxide. It also ignores that the Δ4 minima lie about \(9.8\ \mathrm{nm^{-1}}\) from the zone centre in the sidewall plane. If that wavevector were conserved into the oxide, the same parabolic oxide band would raise the Δ4 barrier by about 7 eV, the lowest Δ4 level would lie near 67 meV, and the share would be about 66%.

### Comparison with real fins

A width of 5 nm is at the narrow end for silicon FinFETs, whose fins are typically several nanometres wide and tens of nanometres tall. The orientation needs care: a fin along ⟨110⟩ on a (100) wafer has (110) sidewalls, and the masses used here do not apply to it. Sidewalls of type (100) on that wafer require a fin turned by 45°. For a 5 nm fin at low density and 300 K, wall penetration moves the share by about 16 points with the barrier of part (e), or about 9 points if the in-plane wavevector of the Δ4 valleys is conserved into the oxide. Either is more than any other correction to the hard-wall model sized here. Strain and surface roughness are not sized and could also matter.

Silicon's bands are not quite parabolic. With the rough dispersion \(E(1+\alpha E)=\gamma\), where \(\gamma\) is the parabolic energy and \(\alpha=0.5\ \mathrm{eV^{-1}}\), the lowest Δ4 level falls from 79.2 to 76.3 meV. The density of states gains the factor \(d\gamma/dE=1+2\alpha E\), and

\[
\int_{E_n}^{\infty}(1+2\alpha E)e^{-E/kT}dE
=kT\,[1+2\alpha(E_n+kT)]\,e^{-E_n/kT}.
\]

Using these weights and the shifted levels in both ladders lowers the hard-wall share from 75% to 72%. This correction and that of part (e) were found separately and should not simply be added.

The finite fin height and gate leakage change the share less. A fin height of 40 nm gives a lowest level along \(z\) of at most \(0.0381(\pi/40)^2/0.19\) eV, or 1.2 meV. By the end correction of part (c), hard walls along \(z\) multiply a valley's weight by \(1-\sqrt{a/\pi}\), with \(a\) this level divided by \(kT\). The factor is 0.877 for \(m_z=m_t\) and 0.944 for \(m_z=m_l\). All of Δ2 has \(m_z=m_t\) but only half of Δ4 does, so \(R\) is multiplied by \(0.877/0.910\) and the low-density share falls from 74.9% to about 74.2%. At \(10^{13}\ \mathrm{cm^{-2}}\) each gate balances half the charge, so the field in an oxide of relative permittivity 3.9 is \(qN/2\epsilon_{ox}=2.3\) MV/cm, below a rough breakdown field of 10 MV/cm. For a 1 nm oxide with a flat barrier, the tunnelling factor \(e^{-2\kappa t}\) is about \(3\times10^{-6}\) at the Δ4 level. An electron with speed \(v=\hbar\pi/(m_tW)\) strikes the walls \(v/W\) times per second, so its level is broadened by about \(\hbar(v/W)e^{-2\kappa t}=2E_1'e^{-2\kappa t}/\pi\), or 0.2 μeV. Leakage of this size does not disturb the ladder energies. It is not small as a current, however: an escape rate of about \(3\times10^{8}\ \mathrm{s^{-1}}\) for \(3.5\times10^{12}\ \mathrm{cm^{-2}}\) electrons is of order \(100\ \mathrm{A/cm^2}\).
